# Bilayer curvature and the vanishing first-order correction to Stoney's formula

## Result and conventions

A film of thickness $h_f$ and biaxial modulus $M_f$ is bonded to a substrate with $h_s$ and $M_s$. Define

$$h=\frac{h_f}{h_s},\qquad m=\frac{M_f}{M_s}.$$

The mismatch strain $e$ is the elastic in-plane strain of the film when the substrate is held flat and unstrained, with $e>0$ for tension. The mismatch stress is $S=M_fe$. Curvature $k$ is positive when the wafer is concave on the film side. The linear bilayer model gives

$$k=\frac{6e}{h_s}\,\frac{mh(1+h)}{D},\qquad D=1+4mh+6mh^2+4mh^3+m^2h^4 .$$

Relative to Stoney's value $k_S=6Sh_f/(M_sh_s^2)$,

$$R=\frac{k}{k_S}=\frac{1+h}{D}=1+(1-4m)h+(16m^2-10m)h^2+O(h^3).$$

The first-order correction vanishes at $m=1/4$. This holds when Stoney's formula contains the mismatch stress and the thickness of the substrate alone. Two other conventions, treated below, move or remove the cancellation.

The model assumes linear elasticity, small deflection, perfect bonding and an equal biaxial mismatch that is uniform through the film. It applies away from the rim of a wafer much wider than it is thick.

## Stress in one layer

Let $z$ run from the substrate mid-plane towards the film. The total in-plane strain, equal in both directions, is $e_0-kz$. It follows from the displacements

$$u_x=(e_0-kz)x,\quad u_y=(e_0-kz)y,\quad u_z=\tfrac12k(x^2+y^2)+f(z).$$

The upward bowl in $u_z$ is the shape called $k>0$. The shear strain $\tfrac12(\partial_zu_x+\partial_xu_z)=\tfrac12(-kx+kx)$ is zero, and likewise for $y$.

Let $\varepsilon$ be the elastic in-plane strain: $e_0-kz$ in the substrate and $e_0-kz+e$ in the film. For a cubic layer with a (100) surface, zero normal stress requires

$$C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0\quad\Rightarrow\quad \varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .$$

The function $f(z)$ supplies this strain. The in-plane stress is then

$$\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}=M\varepsilon,\qquad M_{100}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}.$$

This stress depends on $z$ alone and exerts no traction on planes parallel to the surface, so local equilibrium and continuity of traction at the interface both hold. For an isotropic layer, $M=E/(1-\nu)$.

At the free rim, the model cancels the total force and moment, but not the stress at each height. By Saint-Venant's principle, the resulting disturbance decays over a distance of the order of the total thickness. In a disk of finite radius, the hoop stress in this rim zone can also leave a small uniform change of curvature inside, which falls in proportion to the ratio of thickness to radius. For isotropic layers with the dimensions and moduli of the example below, it is about −0.006%.

A (111) surface is needed later. With unit normal $\mathbf n$, write the elastic strain as $\alpha\delta_{ij}+\beta n_in_j$, so that $\alpha$ is the in-plane strain. In the cubic axes each diagonal stress is $p=B(\alpha+\beta/3)$, with $B=C_{11}+2C_{12}$, and each off-diagonal stress is $q=2C_{44}\beta/3$. Zero traction requires $p+2q=0$, hence $\beta=-3B\alpha/(B+4C_{44})$. The in-plane stress is $p-q=-3q=-2C_{44}\beta$, so

$$M_{111}=\frac{6C_{44}B}{B+4C_{44}}.$$

## Force and moment balance

The film mid-plane lies at $d=(h_s+h_f)/2$. Let $N$ be the film force per unit width. Integrating the stress over each layer gives

$$N=M_fh_f(e_0+e-kd),\qquad N+M_sh_se_0=0.$$

A film in tension therefore compresses the substrate mid-plane: $e_0=-N/(M_sh_s)$.

For the moment, the substrate contributes $\int M_s(e_0-kz)z\,dz=-M_skh_s^3/12$. In the film put $z=d+y$. The stress is $N/h_f-M_fky$, which contributes $Nd-M_fkh_f^3/12$. The total must vanish:

$$Nd=\frac{k}{12}\left(M_sh_s^3+M_fh_f^3\right).$$

Inserting $e_0$ into the expression for $N$ gives

$$e=kd+N\left(\frac1{M_fh_f}+\frac1{M_sh_s}\right).$$

In terms of the ratios,

$$d=\frac{h_s(1+h)}2,\qquad N=\frac{kM_sh_s^2(1+mh^3)}{6(1+h)},\qquad \frac1{M_fh_f}+\frac1{M_sh_s}=\frac{1+mh}{mhM_sh_s}.$$

Substitution gives

$$e=kh_s\,\frac{3mh(1+h)^2+(1+mh^3)(1+mh)}{6mh(1+h)}.$$

The numerator expands to

$$3mh+6mh^2+3mh^3+1+mh+mh^3+m^2h^4=D,$$

which proves the formula for $k$. Since $k_S=6M_feh_f/(M_sh_s^2)=6mhe/h_s$, division gives $R=(1+h)/D$.

Three limits check the formula:

- For $m\to0$ at fixed $h$, $R\to1+h$.
- For $m=1$, $D=(1+h)^4$ and $R=(1+h)^{-3}$.
- For $h\to\infty$ at fixed $m$, $k\to6eM_sh_s/(M_fh_f^2)$, which is Stoney's formula with the layers exchanged.

## Expansion

Write $1/D=1+b_1h+b_2h^2+b_3h^3+\dots$ and require the product with $D$ to equal one at each order:

$$b_1=-4m,\qquad b_2=-(4mb_1+6m)=16m^2-6m,$$
$$b_3=-(4mb_2+6mb_1+4m)=-64m^3+48m^2-4m.$$

Multiplication by $1+h$ adds each coefficient to the next one:

$$R=1+(1-4m)h+(16m^2-10m)h^2+(-64m^3+64m^2-10m)h^3+O(h^4).$$

The linear coefficient is zero for $m=1/4$ and for no other value.

## Why the ratio is one quarter

Combining the expression for $N$ with $k=6mheR/h_s$ gives the film force relative to its value on a rigid flat substrate:

$$\phi=\frac{N}{Sh_f}=\frac{1+mh^3}{D},\qquad R=\frac{1+h}{1+mh^3}\,\phi .$$

The factor $1+h$ is the lever arm $d$ divided by $h_s/2$. It raises the curvature because the film force acts at the middle of the film and not at the interface.

The force itself falls, since $\phi=1+e_0/e-kd/e$. The two losses are

$$-\frac{e_0}{e}=mh\phi=mh+O(h^2),\qquad \frac{kd}{e}=\frac{3mh(1+h)^2}{D}=3mh+O(h^2).$$

Substrate contraction removes $mh$ and bending removes $3mh$. The total loss $4mh$ balances the lever-arm gain $h$ when $m=1/4$.

The film's own bending stiffness plays no part at this order. It enters through the term $mh^3$ in $(1+mh^3)(1+mh)$, and its leading effect on $R$ is $-mh^3$.

## What remains at and near one quarter

At $m=1/4$, $D=1+h+\tfrac32h^2+h^3+\tfrac1{16}h^4$, so

$$1-R=\frac{D-(1+h)}{D}=\frac{h^2\left(\tfrac32+h+\tfrac1{16}h^2\right)}{D}.$$

Each term of $\tfrac32+h+\tfrac1{16}h^2$ is no larger than the matching term of $\tfrac32D$, and $\tfrac32D$ has further positive terms. Therefore, for every $h>0$,

$$0<1-R<\tfrac32h^2 .$$

For other $m$, setting $R=1$ means $D=1+h$. Subtracting one and dividing by $h$ gives

$$4m+6mh+4mh^2+m^2h^3=1 .$$

The left side grows steadily from $4m$. There is one positive root if $m<1/4$ and none otherwise. A compliant film thus makes Stoney's curvature too low at small $h$ and too high beyond the root. For $m\ge1/4$, it is too high at every thickness.

The following values of $R-1$ come from direct numerical minimization of the elastic energy, not from the formula for $R$.

| $h$ | $m=0.10$ | $m=0.25$ | $m=1.00$ |
|---|---:|---:|---:|
| 0.02 | +1.17% | −0.06% | −5.77% |
| 0.10 | +5.12% | −1.43% | −24.87% |
| 0.30 | +9.72% | −11.11% | −54.48% |

The formula agrees: for $m=1$ and $h=0.10$, for example, $1.1^{-3}-1=-24.87\%$. Cancellation of the linear term does not make Stoney's formula accurate for a thick film.

## Conventions that change the condition

**Actual mean film stress.** If Stoney's formula uses $N/h_f$ in place of $S$, its curvature is multiplied by $\phi$. The ratio becomes

$$\frac{R}{\phi}=\frac{1+h}{1+mh^3}=1+h+O(h^2).$$

The linear term is then $+h$ for every $m$. The force loss is already contained in the stress, so nothing is left to offset the lever arm.

**Total thickness.** If $h_s$ is replaced by $h_s+h_f$ in Stoney's formula, with $S$ retained, the ratio is

$$R(1+h)^2=1+(3-4m)h+O(h^2),$$

and the linear term vanishes at $m=3/4$.

**Nonuniform mismatch.** Let the local mismatch be $e[1+g(2s-1)]$, where $s$ runs from 0 at the interface to 1 at the free surface. The mean is still $e$, but the moment balance gains

$$M_feg\,h_f^2\int_0^1(2s-1)\left(s-\tfrac12\right)ds=\frac{Sgh_f^2}{6}.$$

At leading order the substrate stiffness $M_sh_s^3/12$ turns this into an extra curvature $2Sgh_f^2/(M_sh_s^3)=k_Sgh/3$. The resulting change in film force affects $R$ only at higher order. The linear coefficient becomes $1-4m+g/3$.

To extract stress from a measured film-induced curvature under the uniform model, use

$$S=\frac{kM_sh_s^2}{6h_fR},\qquad \frac{N}{h_f}=\phi S .$$

## Example: CdTe on silicon

Take a 10 µm CdTe(100) film on a 500 µm Si(100) wafer of radius $a=50$ mm, cooled from 570 K to 300 K. All material values are rough. The elastic constants are $C_{11},C_{12}=166,64$ GPa for silicon and $C_{11},C_{12},C_{44}=54,37,20$ GPa for CdTe. Hence

$$M_s=166+64-\frac{2(64)^2}{166}=180.65\ \text{GPa},\qquad M_f=54+37-\frac{2(37)^2}{54}=40.30\ \text{GPa},$$

so $m=0.223$ and $h=0.020$. With mean expansion coefficients of 5.1 and 3.3 ppm/K,

$$e=(5.1-3.3)(570-300)\ \text{ppm}=486\ \text{ppm},\qquad S=M_fe=19.6\ \text{MPa}.$$

CdTe contracts more than silicon on cooling, so the film is in tension. Stoney's formula gives

$$k_S=\frac{6(19.584\times10^6)(10\times10^{-6})}{(180.65\times10^9)(500\times10^{-6})^2}=0.02602\ \text{m}^{-1}.$$

The linear correction is $(1-4m)h=+0.216\%$, the quadratic one is $-0.057\%$, and the full value is $R-1=+0.158\%$. The bilayer curvature is $0.02606\ \text{m}^{-1}$, a radius of 38.4 m. The bow from centre to rim is $ka^2/2=32.6$ µm. These digits serve to show the small correction; the rough inputs do not fix the curvature so finely.

The lever arm adds 2%. The film force falls by 1.81%, of which 0.44% comes from substrate contraction and 1.37% from bending. With the actual mean stress in Stoney's formula, the correction would be +2.00%; with the total thickness, +4.20%. At this $m$, Stoney's value is again equal to the bilayer value at $h=0.0766$, a film of 38.3 µm.

## Effects outside the model

**Large deflection.** Treat the wafer as an isotropic disk that stays spherical, with $w=kr^2/2$. Its in-plane strains are $\varepsilon_r=u'+k^2r^2/2$ and $\varepsilon_\theta=u/r$, so $\varepsilon_r-(r\varepsilon_\theta)'=k^2r^2/2$. Equilibrium with a free rim is met by

$$\sigma_r=A(a^2-r^2),\qquad \sigma_\theta=(r\sigma_r)'=A(a^2-3r^2).$$

Hooke's law turns the strain condition into $\sigma_r-(r\sigma_\theta)'=8Ar^2=Ek^2r^2/2$, so $A=Ek^2/16$. In the energy, the integral of $\sigma_r\sigma_\theta r$ vanishes and that of $(\sigma_r^2+\sigma_\theta^2)r$ is $\tfrac23A^2a^6$. The stretching energy is

$$U_m=\frac{h_s}{2E}\,2\pi\,\frac{2A^2a^6}{3}=\frac{\pi Eh_sk^4a^6}{384}.$$

The area average of $\sigma_r+\sigma_\theta$ is zero, so the mismatch does no first-order work on this stretching. Add the bending energy $\pi a^2M_sh_s^3k^2/12$ and a driving term linear in $k$, and set the derivative to zero. With $E/M_s=1-\nu$ and small-deflection curvature $k_0$,

$$k\left[1+\frac{(1-\nu)k^2a^4}{16h_s^2}\right]=k_0 .$$

For $\nu=0.278$, the curvature falls by 0.076%, about half the size of the bilayer correction. A free disk does not stay exactly spherical, and this figure then describes the curvature averaged over the area, which equals the rim slope divided by $a$. At the centre the fall is larger by a factor $2+\nu$, about 0.17%, slightly more than the bilayer correction. These are isotropic estimates; the cubic anisotropy of silicon raises both by roughly a tenth.

**Gravity.** A rim-supported plate under load $q=\rho g_0h_s$, where $g_0$ is the acceleration of gravity, obeys $D_p\nabla^4w=q$, with $D_p=M_sh_s^3/[12(1+\nu)]$. The solution is

$$w=\frac{q}{64D_p}(a^2-r^2)(ca^2-r^2).$$

Zero rim moment, $w''+\nu w'/a=0$, gives $12+4\nu=2(1+c)(1+\nu)$, hence $c=(5+\nu)/(1+\nu)$. The central sag $qa^4c/(64D_p)$ is about 3.1 µm for a density of 2330 kg/m³, or roughly 10% of the film bow. In the linear regime, subtracting a scan of the bare wafer on the same support removes most of this sag. The film adds about 5% to the weight (for a CdTe density near 5850 kg/m³) and about 1.4% to the bending stiffness. This leaves roughly 0.1 µm, or 0.3% of the film bow, which is still more than the bilayer correction.

**Changes in $R$.** At fixed thickness and mismatch strain, a CdTe(111) film has $M_f=73.85$ GPa and $m=0.409$, and the correction becomes −1.3%. A 5% decrease or increase of $m$ in the original case moves $1-4m$ from 0.108 to 0.152 or 0.063. A mismatch gradient $g=0.2$ raises $R-1$ to +0.29%. Even constants that round to the ones used here (53.8 and 37.4 GPa for CdTe, 165.7 and 63.9 GPa for silicon) move $R-1$ from +0.16% to +0.20%, so for real CdTe on silicon only the rough size of the correction is fixed. The small correction in the example thus depends on near cancellation.

**Changes in the mismatch strain.** These alter $k$ and $k_S$ together and leave $R$ unchanged if the mismatch remains uniform and the moduli fixed. Using expansion coefficients near 300 K, 4.8 and 2.6 ppm/K, over the whole cooling range would raise the strain by 22%. Further cooling to 77 K, with an assumed mean difference of 2.0 ppm/K, would multiply the elastic curvature by about 1.9.

**Comparison with real buffers.** CdTe layers on silicon serve as buffers for infrared detector arrays, and a thickness of order 10 µm is representative. Many use a (211) surface, whose symmetry does not guarantee a single biaxial modulus. The elastic assumption is also doubtful. For slip on (111) along $[10\bar1]$, the resolved shear is $S/\sqrt6=0.408S=8.0$ MPa, above a rough bulk flow stress of 5 MPa. If flow capped the stress at that level, the curvature would be roughly 40% lower. A thin film may be stronger than bulk material, so this is a scale and not a prediction. Stress left from growth by the large lattice mismatch is omitted as well. For this wafer, uncertainty in the mismatch stress far outweighs the 0.16% bilayer correction.

The numerical output below lists the inputs and results.

## Computed values

```
INPUTS (material values rough)
Si C11, C12: 166, 64 GPa
CdTe C11, C12, C44: 54, 37, 20 GPa
film, substrate thickness: 10, 500 um
wafer radius: 50 mm
growth, room, cold temperature: 570, 300, 77 K
mean expansion CdTe, Si: 5.1, 3.3 ppm/K
Si density: 2330 kg/m3; Poisson ratio: 0.278 (no unit)
EXAMPLE
biaxial modulus Si(100), CdTe(100): 180.65, 40.30 GPa
thickness ratio h: 0.020 (no unit)
modulus ratio m: 0.2231 (no unit)
mismatch strain: 486 ppm
mismatch stress: 19.58 MPa
Stoney curvature: 0.026018 1/m
exact bilayer-model curvature: 0.026059 1/m
radius of curvature: 38.37 m
center-to-rim bow: 32.57 um
first-order coefficient 1-4m: 0.1078 (no unit)
first-order correction: +0.2155 %
second-order correction: -0.0574 %
full correction R-1: +0.1583 %
film force loss, total: 1.8054 %
  by substrate contraction: 0.4381 %
  by bending: 1.3673 %
R-1 using actual mean stress: +1.9998 %
R-1 using total thickness: +4.2047 %
Stoney exact again at h: 0.0766 (no unit)
  film thickness there: 38.29 um
R-1 in % for m = 0.10, 0.25, 1.00
h=0.02: +1.166, -0.060, -5.768 %
h=0.10: +5.122, -1.434, -24.869 %
h=0.30: +9.716, -11.111, -54.483 %
NEGLECTED EFFECTS
CdTe(111) modulus: 73.85 GPa
  its m and 1-4m: 0.4088, -0.6351 (no unit)
  its R-1: -1.3250 %
1-4m for m 5% lower, higher: 0.1524, 0.0631 (no unit)
R-1 with mismatch gradient g=0.2: +0.2899 %
large-deflection curvature change: -0.0764 %
gravity sag, rim support: 3.13 um
  sag relative to film bow: 9.61 %
expansion near 300 K, CdTe, Si: 4.8, 2.6 ppm/K
  strain change if these are used: +22.2 %
expansion difference below 300 K: 2.0 ppm/K
  elastic curvature factor at 77 K: 1.92 (no unit)
largest Schmid factor: 0.4082 (no unit)
resolved shear, rough bulk flow stress: 8.00, 5.0 MPa
curvature change if capped by flow: -37.5 %
```
